# Why a Point-Like Antenna Emits Narrow Spin-Wave Caustic Beams

A magnetic film lies in a field parallel to its surface. A microwave antenna about a micrometre across shakes the magnetization at one spot. A small source on a water surface would send out rings. Here much of the power can leave in four narrow beams, oblique to the field, although nothing in the antenna points that way. The directions must come from the film.

They come from the contour of wavevectors that share the drive frequency. Each point of this contour sends energy along its normal. Where the contour has zero curvature, a whole range of wavevectors sends energy almost the same way.

## The film and its response

Let the static field $H_0$ and the magnetization $M_s$ point along $x$, with $z$ normal to a film of thickness $d$. The motion is small: $\mathbf M=M_s(1,m_y,m_z)$, with $m_y,m_z\propto e^{i\mathbf k\cdot\mathbf r-2\pi i ft}$ and $\mathbf k=k(\cos\varphi,\sin\varphi)$ in the plane. I take $m_y,m_z$ to be uniform through the thickness, with free surface spins. The equation of motion is

$$\dot{\mathbf M}=-\gamma\mu_0\,\mathbf M\times\mathbf H+\frac{\alpha}{M_s}\mathbf M\times\dot{\mathbf M}.$$

Write $f_H=\gamma\mu_0H_0/2\pi$, $f_M=\gamma\mu_0M_s/2\pi$, and let $M_sh_y,M_sh_z$ be the oscillating field. To first order the cross products give

$$-ifm_y=-(f_H-i\alpha f)m_z+f_Mh_z,\qquad -ifm_z=(f_H-i\alpha f)m_y-f_Mh_y .$$

The oscillating field has three parts besides the antenna's in-plane field, which I set to zero.

*Exchange* gives $-\lambda^2k^2(m_y,m_z)$, with $\lambda^2=2A_{ex}/\mu_0M_s^2$ and $A_{ex}$ the exchange stiffness.

*Dipolar fields* come from magnetic charges. The in-plane component makes a volume charge $-ik_ym_y$. A charge $\rho(z)$ at wavevector $k$ has the potential $\int\rho(z')e^{-k|z-z'|}dz'/2k$. Its thickness average involves

$$\frac1{2kd}\iint e^{-k|z-z'|}dz\,dz'=\frac{P}{k^2},\qquad P=1-\frac{1-e^{-kd}}{kd}.$$

Multiplying by $-ik_y$ to get the field, and by the charge $-ik_ym_y$, gives $h_y=-P\sin^2\!\varphi\,m_y$. The component $m_z$ puts charges $\pm m_z$ on the two surfaces. Their field is $-\tfrac12m_z[e^{-k(d/2-z)}+e^{-k(d/2+z)}]$, with average $-(1-P)m_z$. The cross fields are odd in $z$ and average to zero.

*The antenna* is simplified to an out-of-plane field $h$, a Gaussian spot of radius $w$, so that $h(\mathbf k)\propto e^{-k^2w^2/2}$. The last section says how a real antenna differs.

With $A=f_H+f_M\lambda^2k^2$ and

$$\Omega_y=A+f_MP\sin^2\!\varphi,\qquad \Omega_z=A+f_M(1-P),$$

the second equation of motion gives $m_z=i(\Omega_y-i\alpha f)m_y/f$. Inserting this in the first,

$$m_y=\frac{-if f_M\,h(\mathbf k)}{(\Omega_y-i\alpha f)(\Omega_z-i\alpha f)-f^2}.$$

Without damping the response diverges where $F(\mathbf k)\equiv\Omega_y\Omega_z=f^2$. This is the isofrequency contour. To first order in $\alpha$ the denominator is $F-f^2-i\eta$, with $\eta=\alpha f(\Omega_y+\Omega_z)$.

## From the contour to a direction

The field at $\mathbf r$ is the integral of this response times $e^{i\mathbf k\cdot\mathbf r}/(2\pi)^2$ over the wavevector plane. Near the contour, use arc length $s$ along it and a distance $q$ along its normal $\mathbf n=\nabla F/g$, where $g=|\nabla F|$. Then $F-f^2\approx gq$, and there is a pole at $q=i\eta/g$. For $\mathbf r\cdot\mathbf n>0$ the $q$ integral closes in the upper half plane and picks up $2\pi i/g$ from the pole. For $\mathbf r\cdot\mathbf n<0$ it closes below and finds none. Apart from the constant $-iff_M$, the far field is

$$m(\mathbf r)\simeq\frac{i}{2\pi}\int_{\mathbf r\cdot\mathbf n>0}\frac{h}{g}\,e^{i\mathbf k(s)\cdot\mathbf r}\,e^{-\eta\,\mathbf r\cdot\mathbf n/g}\,ds. \tag{1}$$

Since $F=f^2$ on the contour, the group velocity is $2\pi\nabla f=(\pi g/f)\,\mathbf n$. It points along the normal.

At large $r$ the exponential oscillates quickly and contributions cancel, except where the phase is stationary. With $\mathbf t=d\mathbf k/ds$ the condition is $\mathbf t\cdot\mathbf r=0$, so $\mathbf r$ lies along $\mathbf n$. Define the curvature by $d\mathbf t/ds=-\kappa\mathbf n$, positive where the contour is convex. The phase near the stationary point is $\mathbf k\cdot\mathbf r-\tfrac12\kappa rs^2$, and the Gaussian integral gives

$$|m|\simeq\frac{h}{2\pi g}\sqrt{\frac{2\pi}{|\kappa|r}}\;e^{-\eta r/g}.$$

The factor $1/|\kappa|$ in the intensity counts wavevectors. A piece $ds$ of contour spreads its energy over an angle $|\kappa|\,ds$, so a flatter piece feeds a narrower range of directions. At $\kappa=0$ the formula diverges, and the next term in the phase is needed.

## The field at zero curvature

Let $s$ run clockwise, from the $k_y$ axis towards the $k_x$ axis, and start it at the point where $\kappa=0$. There $\kappa\approx\kappa's$ with $\kappa'=d\kappa/ds>0$: the contour changes from concave to convex. Integrating $d\mathbf t/ds=-\kappa's\,\mathbf n$ twice,

$$\mathbf k(s)\approx\mathbf k_c+\mathbf t\,s-\tfrac16\kappa's^3\,\mathbf n .$$

Let the normal make the angle $\psi_c$ with the field, and observe at $\psi=\psi_c+\delta$ with small $\delta$. Because $\mathbf t$ is $\mathbf n$ turned clockwise by 90°, $\hat{\mathbf r}\cdot\mathbf t\approx-\delta$. The phase is therefore $\mathbf k_c\cdot\mathbf r-r(\delta s+\kappa's^3/6)$. Substituting $s=-(2/r\kappa')^{1/3}\tau$ turns it into $\tau^3/3+x\tau$, plus the constant, with

$$x=\delta\left(\frac{2}{\kappa'}\right)^{1/3}r^{2/3}.$$

Since $\int e^{i(\tau^3/3+x\tau)}d\tau=2\pi\,\mathrm{Ai}(x)$,

$$|m|\simeq\frac{h_c}{g_c}\left(\frac{2}{r\kappa'}\right)^{1/3}|\mathrm{Ai}(x)|\,e^{-\eta r/g_c}. \tag{2}$$

Apart from damping, the amplitude falls as $r^{-1/3}$, more slowly than the $r^{-1/2}$ of an ordinary direction. A fixed range of $x$ covers an angle that shrinks as $r^{-2/3}$, so the beam's width in length grows only as $r^{1/3}$.

The beam is one-sided. For $\delta<0$ two points of the contour send energy in the same direction and interfere. For $\delta>0$ neither does, and their contribution dies out exponentially. The intensity $\mathrm{Ai}^2$ peaks at $x=-1.02$, slightly on the bright side, and has half its peak value at $x=-1.72$ and $x=-0.09$.

## Where the curvature vanishes

The location can be found in closed form for a thin film when exchange is small. Put $A=f_H$ and $P\approx kd/2$. Multiplying out,

$$F=f_H(f_H+f_M)+f_MP\left[(f_H+f_M)\sin^2\!\varphi-f_H\right]-f_M^2P^2\sin^2\!\varphi .$$

The last term is second order in $kd$ and is dropped. With $f_0^2=f_H(f_H+f_M)$, the uniform resonance, and $a=f_H+f_M$,

$$f^2=f_0^2+\frac{f_Md}{2}\,k\,u(\varphi),\qquad u=a\sin^2\!\varphi-f_H. \tag{3}$$

The contour is $k=C/u(\varphi)$ with $C=2(f^2-f_0^2)/(f_Md)$. On either side of $f_0$, changing the frequency rescales it without changing its shape.

The normal follows from the gradient of $ku$ in polar coordinates,

$$\mathbf V=u\,\hat{\mathbf k}+u'\,\hat{\boldsymbol\varphi}.$$

Using $d\hat{\mathbf k}/d\varphi=\hat{\boldsymbol\varphi}$ and $d\hat{\boldsymbol\varphi}/d\varphi=-\hat{\mathbf k}$, the terms in $u'\hat{\mathbf k}$ cancel and

$$\frac{d\mathbf V}{d\varphi}=(u+u'')\,\hat{\boldsymbol\varphi}.$$

The direction of energy flow stops turning when $u+u''=0$. Here $u''=2a\cos2\varphi=2a-4a\sin^2\!\varphi$, so the condition reads $2a-f_H-3a\sin^2\!\varphi=0$, or

$$\sin^2\!\varphi_c=\frac23-\frac{f_H}{3(f_H+f_M)},\qquad \psi_c=\varphi_c+\operatorname{atan2}(u',u). \tag{4}$$

In this limit the beam angle depends on the ratio $f_H/f_M$, but not on frequency or thickness.

The slope $\kappa'$ follows too. For $u>0$, with $W^2=u^2+u'^2$, the normal turns at the rate $d\psi/d\varphi=u(u+u'')/W^2$. From $k=C/u$, $|d\mathbf k/d\varphi|=kW/u$, so $d\varphi/ds=-u/(kW)$ for clockwise $s$. Hence $\kappa=-d\psi/ds=u^2(u+u'')/(kW^3)$. At its zero only the derivative of $u+u''$ counts. Because $u'''=-4u'$, that derivative is $-3u'$, and

$$\kappa'=\frac{3u'u^3}{k_c^2(u^2+u'^2)^2}.$$

**Two regimes.** Inserting (4) in $u$ gives $u_c=\tfrac23(f_M-f_H)$. Since $k$ must be positive, the caustic of this exchange-free limit lies above the resonance if $f_H<f_M$ and below it if $f_H>f_M$. Below resonance, exchange closes the contour at finite $k$, so whether the caustic survives in a given film has to be checked with the full $F$. The inflection there can be very shallow: for the 50 nm garnet film of the next section at 200 or 350 mT, driven 10 or 100 MHz below resonance, exchange removes it. Near $f_H=f_M$, $k_c=C/u_c$ grows without bound and the thin, exchange-free limit fails. In the opposite limit $f_H\to0$, $\sin^2\varphi_c=2/3$ and $u'/u=\sqrt2$. Then $\psi_c=54.7°+54.7°=109.5°$, and the beam lies 70.5° from the field axis.

**What exchange adds.** In (3), with $f>f_0$, the contour runs off to infinite $k$. Exchange raises the frequency at large $k$ and closes it on the $k_x$ axis. At the $k_y$ axis the thin-film contour is concave, since $u+u''=-(a+f_H)<0$. At the $k_x$ axis, $\partial^2F/\partial k_y^2=(\partial F/\partial k)/k+2f_MP\Omega_z/k^2$. This is positive if $F$ rises with $k$ there, so the contour is convex. As long as exchange is weak at the $k_y$ axis, the curvature must therefore change sign between the two axes. At much higher frequency exchange dominates there too, and the contour can be convex throughout. Just above resonance the sign change occurs for $f_H>f_M$ as well, but the point is then set by exchange and (4) does not give it.

## A garnet film in numbers

Take $d=50$ nm, $\mu_0M_s=175$ mT, $A_{ex}=3.7$ pJ/m and $\alpha=5\times10^{-4}$, rough values for yttrium iron garnet. The field is 20 mT, the drive 1.85 GHz and the antenna radius 0.4 µm. With an electron $g$ factor of 2, $f_H=0.560$ GHz and $f_M=4.899$ GHz, so $a=5.459$ GHz and $f_0=1.748$ GHz.

Equation (4) gives $\sin^2\varphi_c=0.6667-0.0342=0.6325$, or $\varphi_c=52.7°$. Then $u=2.89$ GHz and $u'=a\sin2\varphi_c=5.26$ GHz. The group velocity is turned from $\mathbf k$ by $\arctan(5.26/2.89)=61.2°$, to $\psi_c=113.9°$, which is 66.1° from the field axis. With $C=2(3.4225-3.056)/(4.899\times0.050)\approx3.0$ GHz rad/µm, the wavevector is $C/u\approx1.03$ rad/µm.

The full $F$ needs a numerical trace: step along $d\mathbf k/ds=\mathbf t$ from the $k_y$ axis and compute $\kappa$ from the second derivatives of $F$. The contour leaves the $k_y$ axis at 0.62 rad/µm and reaches the $k_x$ axis at 11.8 rad/µm. It has one zero-curvature point per quadrant, at $k_c=1.01$ rad/µm (wavelength 6.2 µm) and $\varphi_c=54.1°$. The beam is 66.2° from the axis. The slope is $\kappa'=0.383$ µm², against 0.289 µm² from the thin-film formula at the same $k_c$. The angle survives the approximation better than the sharpness does.

Reflection in the two axes makes four beams. In each, the components of $\mathbf k$ and of the group velocity along the field have opposite signs, so the wave fronts move one way along the field while the energy moves the other.

The group velocity is 1.20 µm/ns. The amplitude lifetime is $1/[\pi\alpha(\Omega_y+\Omega_z)]=106.5$ ns, with $\Omega_y+\Omega_z\approx6.0$ GHz. Their product, the decay length, is 128 µm.

How much power enters the beams? The power taken from the antenna is proportional to $\mathrm{Im}(h^*m_z)$. From $m_z=i\Omega_ym_y/f$, each piece of contour receives a share proportional to $h^2\Omega_y\,ds/g$. Summed numerically for this Gaussian drive, 67 % of the power leaves within 5° of the four caustic directions. Emission spread evenly over angle would put 11 % there. The thin-film contour shows why the share is large. As $k\to\infty$, $u\to0$ and $\sin^2\varphi\to f_H/a$, so $\varphi\to18.7°$ and the normal tends to 108.7°. In that limit, all wavevectors beyond the caustic point send energy within 5.2° of it. In the full model, exchange turns the normal out of this range beyond about 2.6 rad/µm, and that part of the contour carries about a fifth of the power.

Equation (1), integrated numerically with the actual damping, gives these intensity profiles. Angles are from the field axis and widths are full widths at half maximum.

| Distance | Peak | Width | Airy width |
|---|---|---|---|
| 25 µm | 69.8° | 5.0° (2.2 µm) | 6.3° |
| 50 µm | 68.6° | 3.5° (3.1 µm) | 4.0° |
| 100 µm | 67.8° | 2.4° (4.2 µm) | 2.5° |

At 50 µm, one unit of $x$ is $(\kappa'/2)^{1/3}r^{-2/3}=0.0425$ rad, or 2.43°. The Airy peak should lie $1.02\times2.43°=2.5°$ from the caustic direction, at 68.7°, close to the 68.6° found. The profiles are sampled every 0.1°, and the widths found can be up to 0.2° too large. Within this uncertainty, the Airy width exceeds the actual width by more than a quarter at 25 µm and by 4 to 14 % at 100 µm. The cubic phase requires $(2/r\kappa')^{1/3}$ to be small compared with $k_c$. It is 0.59 rad/µm at 25 µm and 0.37 rad/µm at 100 µm, so the far-field law is still being approached. The beam can be narrower than half its 6.2 µm wavelength because the contour contains wavevectors well above $k_c$.

## When the beams weaken or move

Zero curvature provides the directions, but the antenna must excite the right wavevector. Its relative drive at $k_c$, $e^{-k_c^2w^2/2}$, is 0.92 for a radius of 0.4 µm, 0.60 for 1 µm and 0.01 for 3 µm. For this Gaussian drive, "point-like" means $k_cw\lesssim1$; for a current loop, a radius far below $1/k_c$ is also unfavourable, as the last paragraph shows. The observer must also be far enough away for the beam to form, yet not many decay lengths away.

Real films depart from the model in several ways. With the frequency held at 1.85 GHz, the numerical caustic search gives:

- A mode free to vary through the thickness, computed with eight layers coupled by exchange and dipolar fields, changes $k_c$ by under 1 % and the beam angle by about 0.1°.
- An anisotropy field of 5 mT favouring the film normal, which lowers $\Omega_z$, raises $k_c$ to 1.26 rad/µm.
- A magnetization 2 % lower, as on modest warming, with $\lambda$ held fixed, raises $k_c$ to 1.21 rad/µm.
- A field 1 mT higher lowers $k_c$ to 0.55 rad/µm.

In all four cases the beam stays within 0.3° of 66.2°. The contrast follows from (3) and (4). The wavevector is proportional to the small difference $f^2-f_0^2=0.367$ GHz². One millitesla adds 0.028 GHz to $f_H$ and $0.028\times(2f_H+f_M)\approx0.17$ GHz² to $f_0^2$, which removes nearly half of that difference. The angle depends on $f_H/f_M$, which changes by only 5 %. For a device working this close above resonance, the beam direction is therefore insensitive to small changes of field strength, while the wavelength, and with it any phase-sensitive function, needs a well-controlled field. The margin is narrow: a field just over 2 mT higher lifts the resonance above the drive, and the caustic is lost.

A real antenna differs from the Gaussian drive in two ways. The out-of-plane field of a small current loop has no net flux through the film plane, so it drives small wavevectors only weakly. There is also an in-plane field. For an antenna on one side of the film, the two fields act together for one sign of $k_y$ and against each other for the other, so two of the four beams can be several times stronger than the other two. The share of power in the beams therefore depends strongly on the antenna. For a thin current loop of radius 0.4 µm it is only about 20 % at 0.05 µm above this film and about 37 % at 0.2 µm. A loop of radius 0.2 µm close to the film barely exceeds the 11 % of even emission, while a radius of 1 µm, for which $k_cR\approx1$, gives two thirds or more. The contour and the caustic directions do not change. Strong driving is different: it breaks the small-motion assumption, and the contour can then no longer be taken as fixed.
